# Joining Wu-Cohen to RPBE exchange: the HTBS weight and its smoothness: a numerical check

```python
"""
Result under test: the HTBS exchange enhancement factor
    F = F_WC (s < 0.6),  F_WC + g (F_RPBE - F_WC),  F_RPBE (s > 2.6),
with g the quintic matching value, first and second derivative at both joins,
gives a continuous exchange potential and continuous second-variation
coefficients, but the potential induced by a smooth density change has
finite jumps at the joins.  A cubic weight makes the potential itself jump;
a septic weight removes the jump of the induced potential.

Symbols (Hartree atomic units, spin-unpolarized):
  n density, s = |grad n| / (C n^(4/3)), energy density A n^(4/3) F(s)
  order m: number of derivatives matched by the weight (1 cubic, 2 quintic
  = HTBS, 3 septic);  D = F_RPBE - F_WC;  eta: density change
Model density: n = (2/pi) exp(-2r), eta = 0.1 r^2 exp(-2r).
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.interpolate import BPoly
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
A = -0.75 * (3 / np.pi) ** (1 / 3)
C = 2 * (3 * np.pi**2) ** (1 / 3)
KAPPA = 0.804
MU = 0.06672455060314922 * np.pi**2 / 3
S1, S2 = 0.6, 2.6
WIDTH = S2 - S1

# ---------- parent enhancement factors and matching polynomials ----------
s = sp.symbols("s", positive=True)
C_WC = 146 / 2025 * (2 / 3) ** 2 - 73 / 405 * (2 / 3) + (MU - 10 / 81)
x_wc = (10 / 81 * s**2 + (MU - 10 / 81) * s**2 * sp.exp(-s**2)
        + sp.log(1 + C_WC * s**4))
F_WC = 1 + KAPPA - KAPPA / (1 + x_wc / KAPPA)
F_RPBE = 1 + KAPPA * (1 - sp.exp(-MU * s**2 / KAPPA))
s1_exact, s2_exact = sp.Rational(3, 5), sp.Rational(13, 5)


def matching_weight(m):
    """Polynomial going from 0 to 1 with m vanishing derivatives at each end."""
    coeffs = sp.symbols("a0:%d" % (2 * m + 2))
    poly = sum(a * s**i for i, a in enumerate(coeffs))
    conditions = []
    for k in range(m + 1):
        dk = sp.diff(poly, s, k)
        conditions.append(dk.subs(s, s1_exact))
        conditions.append(dk.subs(s, s2_exact) - (1 if k == 0 else 0))
    return poly.subs(sp.solve(conditions, coeffs, dict=True)[0])


def derivative_functions(expr):
    return [sp.lambdify(s, sp.diff(expr, s, k), "numpy", cse=True)
            for k in range(4)]


wc = derivative_functions(F_WC)
rpbe = derivative_functions(F_RPBE)
weight = {m: matching_weight(m) for m in (1, 2, 3)}
middle = {m: derivative_functions(F_WC + weight[m] * (F_RPBE - F_WC))
          for m in weight}


def enhancement(m, k):
    """k-th derivative of the joined factor with weight of order m."""
    def f(x):
        x = np.asarray(x, dtype=float)
        return np.where(x < S1, wc[k](x),
                        np.where(x > S2, rpbe[k](x), middle[m][k](x)))
    return f


F = {m: [enhancement(m, k) for k in range(3)] for m in weight}

t = (s - s1_exact) / (s2_exact - s1_exact)
assert sp.expand(weight[2] - (10*t**3 - 15*t**4 + 6*t**5)) == 0
g_num = sp.lambdify(s, weight[2], "numpy")

grid = np.linspace(S1, S2, 401)
assert np.all(rpbe[0](grid) > wc[0](grid))
assert np.all(wc[1](grid) > 0) and np.all(rpbe[1](grid) > 0)
assert np.all(F[2][1](np.linspace(0.01, 6, 900)) > 0)
assert np.all(F[2][0](np.linspace(0.01, 50, 2000)) <= 1 + KAPPA)

# ---------- comparison with the library implementation ----------
s_test = np.linspace(0.053, 4.953, 99)
n_test = 0.3
rho = np.zeros((4, s_test.size))
rho[0] = n_test
rho[1] = s_test * C * n_test ** (4 / 3)
exc, _, fxc, _ = libxc.eval_xc("GGA_X_HTBS,", rho, spin=0, deriv=2)
F_lib = exc / (A * n_test ** (1 / 3))
dev_blend = np.max(np.abs(F_lib - F[2][0](s_test)))


def e_nn(n, x, m=2):
    return 4/9 * A * n**(-2/3) * (F[m][0](x) - x*F[m][1](x)
                                  + 4*x**2*F[m][2](x))


dev_enn = np.max(np.abs(fxc[0] - e_nn(n_test, s_test)))
direct = BPoly.from_derivatives(
    [S1, S2], [[float(wc[k](S1)) for k in range(3)],
               [float(rpbe[k](S2)) for k in range(3)]])
inside = (s_test > S1) & (s_test < S2)
dev_direct = np.max(np.abs(F_lib[inside] - direct(s_test[inside])))
assert dev_blend < 1e-6 and dev_enn < 1e-5
assert dev_direct > 1e-4

# ---------- jumps of the derivatives of F ----------
D = {S1: float(rpbe[0](S1) - wc[0](S1)), S2: float(rpbe[0](S2) - wc[0](S2))}


def jump_F(m, k, sc):
    if sc == S1:
        return float(middle[m][k](sc) - wc[k](sc))
    return float(rpbe[k](sc) - middle[m][k](sc))


for sc, sign in ((S1, 1), (S2, -1)):
    assert all(abs(jump_F(2, k, sc)) < 1e-10 for k in range(3))
    assert abs(jump_F(2, 3, sc) - sign * 60 * D[sc] / WIDTH**3) < 1e-9
    assert abs(jump_F(1, 2, sc) - 6 * D[sc] / WIDTH**2) < 1e-10
    assert abs(jump_F(3, 3, sc)) < 1e-9

# ---------- model density, potential and energy ----------


def change(r):
    e = 0.1 * np.exp(-2 * r)
    return r**2 * e, (2*r - 2*r**2) * e, (2 - 8*r + 4*r**2) * e


def density(r, eps=0.0):
    e = 2 / np.pi * np.exp(-2 * r)
    h0, h1, h2 = change(r)
    return e + eps * h0, -2 * e + eps * h1, 4 * e + eps * h2


def reduced_gradient(r, eps=0.0):
    n, n1, n2 = density(r, eps)
    return (-n1 / (C * n**(4/3)),
            -n2 / (C * n**(4/3)) + 4/3 * n1**2 / (C * n**(7/3)))


def potential(m, r, eps=0.0):
    n = density(r, eps)[0]
    x, dx = reduced_gradient(r, eps)
    f0, f1, f2 = (F[m][k](x) for k in range(3))
    return 4/3*A*n**(1/3)*(f0 - x*f1) + A/C*(f2*dx + 2*f1/r)


s_origin = float(reduced_gradient(0.0)[0])
r_join = {sc: 1.5 * np.log(sc / s_origin) for sc in (S1, S2)}
for sc in r_join:
    assert abs(reduced_gradient(r_join[sc])[0] - sc) < 1e-12

nodes, wts = np.polynomial.legendre.leggauss(80)
edges = [0.0, r_join[S1], r_join[S2], 8.0, 25.0]
R = np.concatenate([(b-a)/2*nodes + (a+b)/2
                    for a, b in zip(edges[:-1], edges[1:])])
W = np.concatenate([(b-a)/2*wts for a, b in zip(edges[:-1], edges[1:])])
W = W * 4 * np.pi * R**2


def energy(factor, eps=0.0):
    n = density(R, eps)[0]
    return np.sum(W * A * n**(4/3) * factor(reduced_gradient(R, eps)[0]))


eta, eta1, _ = change(R)
n_R = density(R)[0]
s_R = reduced_gradient(R)[0]
assert abs(np.sum(W * n_R) - 2) < 1e-10

# potential against the first difference of the energy
step = 1e-3
Fh = F[2][0]
first_fd = (energy(Fh, step) - energy(Fh, -step)) / (2 * step)
first_v = np.sum(W * potential(2, R) * eta)
# error of the central difference is of order step**2
assert abs(first_fd - first_v) < 1e-5 * abs(first_v)

# second variation: energy difference, coefficients, induced potential
second_fd = (energy(Fh, step) - 2*energy(Fh) + energy(Fh, -step)) / step**2
terms = [W * e_nn(n_R, s_R) * eta**2,
         W * 2 * (A/C) * F[2][2](s_R) * 4*s_R/(3*n_R) * eta * eta1,
         W * A / (C**2 * n_R**(4/3)) * F[2][2](s_R) * eta1**2]
second_form = sum(np.sum(q) for q in terms)
scale = sum(np.sum(np.abs(q)) for q in terms)
small = 1e-5


def induced(m, r):
    return (potential(m, r, small) - potential(m, r, -small)) / (2 * small)


second_v = np.sum(W * induced(2, R) * eta)
# truncation of the second difference sets this tolerance
assert abs(second_fd - second_form) < 1e-4 * scale
assert abs(second_v - second_form) < 1e-4 * scale

# ---------- measured jumps at the two joins ----------


def measured_potential_jump(m, rc, h=5e-5):
    """Minus the jump in slope of the flux de/dn', from one-sided slopes."""
    def flux(r):
        return -A / C * F[m][1](reduced_gradient(r)[0])
    right = (-3*flux(rc) + 4*flux(rc+h) - flux(rc+2*h)) / (2*h)
    left = (3*flux(rc) - 4*flux(rc-h) + flux(rc-2*h)) / (2*h)
    return float(-(right - left))


def measured_induced_jump(m, rc, d=5e-4):
    def side(sign):
        f = [induced(m, rc + sign * j * d) for j in (1, 2, 3)]
        return 3*f[0] - 3*f[1] + f[2]
    return float(side(1) - side(-1))


v_jump, dv_jump, delta_s, strip = {}, {}, {}, {}
for sc, rc in r_join.items():
    n0 = density(rc)[0]
    slope = reduced_gradient(rc)[1]
    h0, h1, _ = change(rc)
    delta_s[sc] = -h1 / (C * n0**(4/3)) - 4 * sc * h0 / (3 * n0)
    for m in (1, 2, 3):
        v_jump[m, sc] = measured_potential_jump(m, rc)
    predicted = A / C * 6 * D[sc] / WIDTH**2 * slope
    assert abs(v_jump[1, sc] - predicted) < 1e-3 * abs(predicted)
    assert abs(v_jump[2, sc]) < 1e-6 and abs(v_jump[3, sc]) < 1e-6
    for m in (2, 3):
        dv_jump[m, sc] = measured_induced_jump(m, rc)
    sign = 1 if sc == S1 else -1
    predicted = A / C * sign * 60 * D[sc] / WIDTH**3 * delta_s[sc] * slope
    assert abs(dv_jump[2, sc] - predicted) < 1e-3 * abs(predicted)
    assert abs(dv_jump[3, sc]) < 2e-5
    # cubic weight: the step moves with the density, so the change of the
    # potential inside the swept strip stays finite as eps goes to zero
    shift = -delta_s[sc] / slope
    for eps in (1e-6, 1e-7):
        r_mid = rc + eps * shift / 2
        diff = float(potential(1, r_mid, eps) - potential(1, r_mid))
        assert abs(diff + np.sign(shift)*v_jump[1, sc]) \
            < 1e-2 * abs(v_jump[1, sc])
        strip[eps, sc] = diff / eps

# ---------- exchange energies ----------
enclosed = 2 * (1 - np.exp(-2*R) * (1 + 2*R + 2*R**2))
E_exact = -0.5 * np.sum(W * n_R * enclosed / R)
assert abs(E_exact + 5/8) < 1e-9
E_wc, E_rpbe, E_htbs = energy(wc[0]), energy(rpbe[0]), energy(Fh)
assert E_rpbe < E_htbs < E_wc
dens_e = W * A * n_R**(4/3) * Fh(s_R)
parts = [dens_e[:80].sum(), dens_e[80:160].sum(), dens_e[160:].sum()]

# ---------- output ----------
print(f"kappa = {KAPPA}, mu = {MU:.6f}, WC constant c = {C_WC:.8f}")
print(f"A = {A:.6f}, C = {C:.6f} (atomic units)")
for i, a in enumerate(reversed(sp.Poly(weight[2], s).all_coeffs())):
    print(f"quintic weight coefficient a{i} = {float(a):.8f}")
print("s, g, F_WC, F_RPBE, F_HTBS (dimensionless):")
for x in (0.6, 1.0, 1.6, 2.0, 2.6):
    print(f"  {x:.1f} {g_num(x):.5f} {wc[0](x):.6f} {rpbe[0](x):.6f}"
          f" {float(Fh(x)):.6f}")
print(f"max |F - libxc|: weighted form {dev_blend:.1e},"
      f" direct quintic in F {dev_direct:.1e}")
print(f"max |e_nn - libxc| = {dev_enn:.1e} (atomic units)")
print(f"s at the origin of the model density = {s_origin:.5f}")
for sc in (S1, S2):
    rc = r_join[sc]
    print(f"join s = {sc}: radius = {rc:.5f} bohr, D = {D[sc]:.6f}")
    print(f"  ds/dr = {reduced_gradient(rc)[1]:.5f} 1/bohr,"
          f" delta s = {delta_s[sc]:.5f}")
    print(f"  jump of F'' cubic = {jump_F(1, 2, sc):.6f},"
          f" of F''' quintic = {jump_F(2, 3, sc):.6f}")
    print(f"  HTBS potential = {float(potential(2, rc)):.6f} hartree")
    print(f"  potential jump, cubic = {v_jump[1, sc]:.6f} hartree"
          f" = {v_jump[1, sc]*HARTREE_EV:.4f} eV")
    print(f"  potential jump, quintic = {v_jump[2, sc]:.1e},"
          f" septic = {v_jump[3, sc]:.1e} hartree")
    print(f"  induced-potential jump, quintic = {dv_jump[2, sc]:.6f},"
          f" septic = {dv_jump[3, sc]:.1e} hartree")
    print(f"  cubic, strip change/eps: eps 1e-6: {strip[1e-6, sc]:.4g},"
          f" eps 1e-7: {strip[1e-7, sc]:.4g} hartree")
print(f"first variation: energy difference {first_fd:.8f},"
      f" from potential {first_v:.8f} hartree")
print(f"second variation: energy difference {second_fd:.8f} hartree")
print(f"  from coefficients {second_form:.8f},"
      f" from induced potential {second_v:.8f} hartree")
print(f"E_x WC = {E_wc:.6f}, RPBE = {E_rpbe:.6f} hartree")
print(f"E_x HTBS = {E_htbs:.6f} hartree = {E_htbs*HARTREE_EV:.4f} eV")
print(f"E_x exact for this density = {E_exact:.6f} hartree")
print(f"HTBS energy by region (WC, joined, RPBE) = {parts[0]:.6f},"
      f" {parts[1]:.6f}, {parts[2]:.6f} hartree")
print("PASS")
```

Output:

```
kappa = 0.804, mu = 0.219515, WC constant c = 0.00793747
A = -0.738559, C = 6.187335 (atomic units)
quintic weight coefficient a0 = -0.40608000
quintic weight coefficient a1 = 2.28150000
quintic weight coefficient a2 = -4.68000000
quintic weight coefficient a3 = 4.17500000
quintic weight coefficient a4 = -1.50000000
quintic weight coefficient a5 = 0.18750000
s, g, F_WC, F_RPBE, F_HTBS (dimensionless):
  0.6 -0.00000 1.064054 1.075266 1.064054
  1.0 0.05792 1.138073 1.192099 1.141202
  1.6 0.50000 1.260688 1.404327 1.332508
  2.0 0.83692 1.350191 1.534253 1.504236
  2.6 1.00000 1.472301 1.677033 1.677033
max |F - libxc|: weighted form 6.0e-15, direct quintic in F 3.1e-02
max |e_nn - libxc| = 1.2e-13 (atomic units)
s at the origin of the model density = 0.37575
join s = 0.6: radius = 0.70201 bohr, D = 0.011212
  ds/dr = 0.40000 1/bohr, delta s = -0.08164
  jump of F'' cubic = 0.016818, of F''' quintic = 0.084089
  HTBS potential = -0.572795 hartree
  potential jump, cubic = -0.000803 hartree = -0.0219 eV
  potential jump, quintic = 1.3e-11, septic = 3.5e-12 hartree
  induced-potential jump, quintic = 0.000328, septic = 8.3e-11 hartree
  cubic, strip change/eps: eps 1e-6: 803, eps 1e-7: 8030 hartree
join s = 2.6: radius = 2.90151 bohr, D = 0.204732
  ds/dr = 1.73333 1/bohr, delta s = -2.33109
  jump of F'' cubic = 0.307097, of F''' quintic = -1.535487
  HTBS potential = -0.124160 hartree
  potential jump, cubic = -0.063539 hartree = -1.7290 eV
  potential jump, quintic = -3.4e-09, septic = 5.2e-09 hartree
  induced-potential jump, quintic = -0.740576, septic = -1.2e-07 hartree
  cubic, strip change/eps: eps 1e-6: 6.354e+04, eps 1e-7: 6.354e+05 hartree
first variation: energy difference -0.20133700, from potential -0.20133700 hartree
second variation: energy difference -0.03371711 hartree
  from coefficients -0.03371707, from induced potential -0.03371707 hartree
E_x WC = -0.599714, RPBE = -0.622376 hartree
E_x HTBS = -0.607316 hartree = -16.5259 eV
E_x exact for this density = -0.625000 hartree
HTBS energy by region (WC, joined, RPBE) = -0.162528, -0.428933, -0.015856 hartree
PASS
```
